# Brownian rotation of unit vectors and the bias of the time step

## Definitions and conventions

A unit vector \(\mathbf u(t)\) marks the direction of a molecular dipole. It performs isotropic Brownian rotation, without field or inertia. Its probability density \(p\) on the unit sphere obeys

\[
\frac{\partial p}{\partial t}=D\nabla^2p ,
\]

where \(\nabla^2\) is the angular Laplacian and \(D\) the rotational diffusion constant, an inverse time. The time step is \(h\), and \(t=nh\) after \(n\) steps. Two abbreviations recur:

\[
q=Dh,\qquad L=l(l+1).
\]

The correlation function of rank \(l\) is \(C_l(t)=\langle P_l(\mathbf u(t)\cdot\mathbf u(0))\rangle\), with \(P_l\) the Legendre polynomial. Rank one, \(P_1(c)=c\), governs dipole relaxation; rank two is \(P_2(c)=(3c^2-1)/2\).

The exact decay follows from the diffusion equation. Multiply it by \(P_l(\mathbf u\cdot\mathbf e)\), with \(\mathbf e=\mathbf u(0)\), and integrate over the sphere. Integrating by parts twice moves the Laplacian onto \(P_l\); a sphere has no edge, so no boundary terms arise. Legendre's equation says \(\nabla^2P_l=-LP_l\). For \(l=1\) this is directly visible:

\[
\frac1{\sin\vartheta}\frac{d}{d\vartheta}\left(\sin\vartheta\,\frac{d\cos\vartheta}{d\vartheta}\right)
=-\frac{1}{\sin\vartheta}\frac{d\sin^2\vartheta}{d\vartheta}=-2\cos\vartheta .
\]

Hence \(dC_l/dt=-LD\,C_l\), and since \(C_l(0)=1\),

\[
C_l(t)=e^{-LDt},\qquad C_1=e^{-2Dt},\qquad C_2=e^{-6Dt}.
\]

The single exponential of rank one is Debye relaxation, with time \(\tau_1=1/(2D)\). It is the standard against which the integrator is measured.

## Two steps by hand

Start at \(\mathbf u=(0,0,1)\). A step kicks the tip of the vector sideways, in the tangent plane, and then restores unit length. In a short time \(h\) each of the two tangent components should acquire variance \(2Dh=2q\). The simplest kicks that do this have length \(\rho=2\sqrt q\) and point along \(+x,-x,+y,-y\) with probability \(1/4\) each: the variance along \(x\) is \(\tfrac14(4q+4q)=2q\).

Take \(q=5/16\), far too large for accuracy but convenient for fractions. Then \(\rho=\sqrt5/2\), and the kick along \(+x\) gives

\[
\left(\tfrac{\sqrt5}{2},0,1\right),\quad \text{length }\sqrt{\tfrac54+1}=\tfrac32,
\quad\text{hence}\quad \mathbf u_1=\left(\tfrac{\sqrt5}{3},0,\tfrac23\right).
\]

All four kicks end at height \(2/3\), so the mean of \(\mathbf u_1\cdot\mathbf u(0)\) is \(2/3\).

For the second step, the tangent plane at \(\mathbf u_1\) is spanned by \((\tfrac23,0,-\tfrac{\sqrt5}3)\) and \((0,1,0)\). A kick along plus or minus the first direction changes the height by \(\mp\tfrac{\sqrt5}{2}\cdot\tfrac{\sqrt5}{3}=\mp\tfrac56\); a kick along the second leaves it alone. After division by \(3/2\) the four heights are

\[
\tfrac23\left(\tfrac23-\tfrac56\right)=-\tfrac19,\qquad
\tfrac23\left(\tfrac23+\tfrac56\right)=1,\qquad \tfrac49,\qquad \tfrac49 .
\]

Their mean is \(\tfrac14\cdot\tfrac{16}{9}=\tfrac49=(\tfrac23)^2\). The other three positions after step one give the same mean by symmetry.

This small example shows three things.

- The correlation falls by the same factor in each step.
- The factor is too large. The exact one is \(e^{-2q}=e^{-5/8}\), and \(e^{5/8}>1+\tfrac58>\tfrac32\), so \(e^{-5/8}<\tfrac23\). The numerical vector forgets its direction too slowly.
- The decay comes from the renormalization. Before the division all four vectors of the first step still have height 1.

## The Gaussian step

In general the kick is Gaussian. Draw three independent standard normal numbers \(\boldsymbol\xi\), remove the part along \(\mathbf u\), add and renormalize:

\[
\boldsymbol\eta=\boldsymbol\xi-(\boldsymbol\xi\cdot\mathbf u)\mathbf u,\qquad
\mathbf u'=\frac{\mathbf u+s\boldsymbol\eta}{|\mathbf u+s\boldsymbol\eta|},\qquad s^2=2Dh .
\]

The projection leaves two independent tangent components of unit variance, so \(\langle|\boldsymbol\eta|^2\rangle=2\).

Because \(\boldsymbol\eta\perp\mathbf u\), the squared length before division is \(1+s^2|\boldsymbol\eta|^2\). Expanding its inverse root gives

\[
\mathbf u'=\mathbf u+s\boldsymbol\eta-\tfrac12s^2|\boldsymbol\eta|^2\mathbf u+O(s^3).
\]

The mean of the second term vanishes and that of the third is \(-s^2\mathbf u=-2Dh\,\mathbf u\). This is the drift that the exact law \(d\langle\mathbf u\rangle/dt=-2D\langle\mathbf u\rangle\) requires. The division supplies it, so no separate drift term is needed. Adding \(-2Dh\,\mathbf u\) once more after the division would mainly shorten the vector. The next division restores the length, so over many steps the decay rate stays the same to leading order. The time-step bias does change: each step then turns the vector through an angle larger by a factor of about \(1+4q\), which reverses the sign of the first-order error derived below.

If the division is omitted and the noise is still drawn perpendicular to the current vector, \(\langle\mathbf u(t)\cdot\mathbf u(0)\rangle\) stays at 1, while each step adds \(2s^2=4Dh\) to the mean squared length, giving \(1+4Dt\).

## The decay factor of one step

The step turns \(\mathbf u\) through an angle \(\theta\) with \(\tan\theta=s|\boldsymbol\eta|\). The length \(r=|\boldsymbol\eta|\) of a two-component Gaussian has density \(re^{-r^2/2}\), so \(x=r^2/2\) has density \(e^{-x}\). With \(s^2r^2=4qx\),

\[
\cos\theta=\frac1{\sqrt{1+4qx}} .
\]

The azimuth \(\varphi\) of the kick is uniform. If \(\alpha\) is the angle between \(\mathbf u\) and a fixed direction \(\mathbf e\), then \(\mathbf u'\cdot\mathbf e=\cos\theta\cos\alpha+\sin\theta\sin\alpha\cos\varphi\). By the addition theorem for Legendre polynomials, the average of \(P_l(\mathbf u'\cdot\mathbf e)\) over \(\varphi\) is \(P_l(\cos\theta)P_l(\cos\alpha)\). Each step therefore multiplies the correlation by a number that does not depend on the current direction:

\[
C_l^{\rm num}(nh)=g_l^{\,n},\qquad g_l=\int_0^\infty e^{-x}P_l\!\left(\frac1{\sqrt{1+4qx}}\right)dx .
\]

For rank one put \(a=4q\) and \(w=x+1/a\), so that \(1+ax=aw\):

\[
g_1=\frac{e^{1/a}}{\sqrt a}\int_{1/a}^\infty\frac{e^{-w}}{\sqrt w}\,dw
=\sqrt{\frac{\pi}{a}}\;e^{1/a}\,\mathrm{erfc}\!\left(\frac1{\sqrt a}\right).
\]

The last form follows from \(w=v^2\). For rank two the same substitution gives \(\langle\cos^2\theta\rangle=e^{1/a}E_1(1/a)/a\), where \(E_1(z)=\int_z^\infty e^{-w}dw/w\), and therefore

\[
g_2=\frac12\left[\frac3a\,e^{1/a}E_1\!\left(\frac1a\right)-1\right].
\]

The sign of the rank-one bias can be settled for every step size. The function \((1+ax)^{-1/2}\) is convex in \(x\) and \(\langle x\rangle=1\), so Jensen's inequality gives \(g_1\ge(1+a)^{-1/2}\). Since \(\ln(1+a)<a\), this exceeds \(e^{-a/2}=e^{-2q}\). Rank one always relaxes too slowly.

For huge steps the kicked vectors crowd toward the equator but never pass it, since \(\theta<90^\circ\). Then \(g_1\to\sqrt{\pi/(4q)}\), a much slower fall than an exponential, and \(g_2\to P_2(0)=-\tfrac12\). A negative factor makes the rank-two correlation alternate in sign, and no relaxation rate can be assigned to it.

## The bias at small steps

When \(g_l>0\), define an apparent diffusion constant \(D_l\) by \(g_l=e^{-LD_lh}\), so that \(D_l/D=-\ln g_l/(Lq)\). To expand it, use \(y=(1-\cos\theta)/2\). In this variable Legendre's equation reads \(y(1-y)P''+(1-2y)P'+LP=0\). Inserting \(P=\sum_kc_ky^k\) yields \((k+1)^2c_{k+1}=[k(k+1)-L]c_k\), and with \(c_0=1\)

\[
P_l=1-Ly+\frac{L(L-2)}4y^2-\frac{L(L-2)(L-6)}{36}y^3+\dots
\]

The expansion of the inverse root gives \(y=qx-3q^2x^2+10q^3x^3+\dots\). With \(\langle x^k\rangle=k!\) the averages are

\[
\langle y\rangle=q-6q^2+60q^3,\qquad \langle y^2\rangle=2q^2-36q^3,\qquad \langle y^3\rangle=6q^3 ,
\]

up to order \(q^3\). Inserting them and collecting powers,

\[
g_l=1-Lq+\left(5L+\tfrac12L^2\right)q^2-\left(44L+\tfrac{23}{3}L^2+\tfrac16L^3\right)q^3+\dots
\]

Now take \(\ln(1+z)=z-z^2/2+z^3/3\) with \(z=g_l-1\). The term \(-z^2/2\) contributes \(-\tfrac12L^2q^2+(5L^2+\tfrac12L^3)q^3\), and \(z^3/3\) contributes \(-\tfrac13L^3q^3\). The \(L^2\) terms cancel at order \(q^2\), the \(L^3\) terms at order \(q^3\):

\[
\ln g_l=-Lq+5Lq^2-\left(44L+\tfrac83L^2\right)q^3+\dots
\]

\[
\boxed{\;\frac{D_l}{D}=1-5q+\left(44+\frac{8L}{3}\right)q^2+O(q^3)\;}
\]

To leading order every rank sees the same, slightly reduced diffusion constant. This means that the ratio of relaxation times of different ranks does not reveal the leading error. The factorials in \(\langle x^k\rangle\) make the series asymptotic: it serves at small \(q\), and the closed forms are needed beyond.

At fixed time, \(n\ln g_1=-2Dt+10D^2ht+\dots\), and therefore

\[
C_1^{\rm num}(t)-e^{-2Dt}\approx10\,D^2h\,t\,e^{-2Dt}.
\]

The bias is of first order in \(h\).

### Where the number 5 comes from

Suppose the kick length \(\rho=s|\boldsymbol\eta|\) were used as the rotation angle itself, moving the vector along a great circle. Then \(y=(1-\cos\rho)/2=\rho^2/4-\rho^4/48+\dots=qx-q^2x^2/3+\dots\), so \(\langle y\rangle=q-\tfrac23q^2\) and \(\langle y^2\rangle=2q^2\). The logarithm becomes

\[
\ln g_l=-Lq+\left[\tfrac23L+\tfrac12L(L-2)-\tfrac12L^2\right]q^2=-Lq-\tfrac13Lq^2 ,
\]

which means \(D_l/D=1+q/3\). The great-circle step is slightly too fast, with a leading bias 15 times smaller. The remaining \(-16q/3\) of the projected step comes from the shortening of the angle from \(\rho\) to \(\arctan\rho\).

The Gaussian lengths matter too. With a fixed length \(\rho^2=4q\), as in the hand example, but uniform azimuth, \(x\) is replaced by 1. Then \(\langle y\rangle=q-3q^2\), \(\langle y^2\rangle=q^2\), and the same steps give \(D_l/D=1-(\tfrac52-\tfrac L4)q\). The leading bias now depends on rank. The common shift needs the right fourth moment of the noise, not just the right variance.

## Removing the leading bias

A common shift can be cured by one change of noise strength:

\[
s^2=2Dh\,(1+5Dh).
\]

This replaces \(q\) by \(\tilde q=q+5q^2\) in \(g_l\). Writing \(B=44+8L/3\),

\[
\frac{D_l}{D}=\frac{\tilde q}{q}\left(1-5\tilde q+B\tilde q^2\right)
=(1+5q)\left(1-5q-25q^2+Bq^2\right)+O(q^3)
=1+\left(\frac{8L}{3}-6\right)q^2+O(q^3).
\]

For any fixed rank the bias is now of second order in \(h\), at no extra cost per step. The coefficient is \(-2/3\) for rank one and \(+10\) for rank two, and it grows with \(L\), so high ranks need smaller steps.

## Measuring a small bias

Averaging \(\mathbf u(t)\cdot\mathbf u(0)\) over \(N\) vectors leaves a statistical error \(\sigma/\sqrt N\), with \(\sigma\) the spread between vectors. Much of this spread can be subtracted. Let \(\boldsymbol\eta_k\) be the noise of step \(k\), which ends at \(t_k\), and form

\[
K=\sum_{k=1}^{n}e^{-2D(t-t_k)}\,s\,\boldsymbol\eta_k\cdot\mathbf u(0).
\]

Whatever the vector's past, the next noise has zero mean, so \(\langle K\rangle=0\). The average of \(\mathbf u(t)\cdot\mathbf u(0)-K-e^{-2Dt}\) is then the bias itself, and measuring it needs no knowledge of \(g_1\).

The spread shrinks because \(K\) contains the leading response to each kick, damped by the later decay. What remains in one step is mainly the fluctuation of the renormalization term, \(2q(1-x)\,\mathbf u\cdot\mathbf u(0)\), whose variance is at most \(4q^2\). Over \(n=Dt/q\) steps the variance is of order \(q\), so the remaining spread should fall roughly as \(\sqrt h\).

## A molecular liquid

Take rough values typical of liquid benzonitrile near room temperature: a single-molecule time of 25 ps at 300 K. Then \(D=1/(2\times25\ \text{ps})=0.02\ \text{ps}^{-1}\). At \(t=24\) ps, \(2Dt=0.96\) and the exact correlation is \(e^{-0.96}=0.3829\). Each run uses 200,000 vectors.

For \(h=0.5\) ps there are 48 steps with \(q=0.01\). The leading formula predicts a bias of

\[
10\times(0.02)^2\times0.5\times24\times0.3829=0.0184 .
\]

The results at the fixed time of 24 ps are:

| \(h\) (ps) | measured bias | closed form | \(D_1/D\), closed form |
|---|---|---|---|
| 2.0 | 0.0587 ± 0.0003 | 0.0585 | 0.852 |
| 1.0 | 0.0324 ± 0.0002 | 0.0323 | 0.916 |
| 0.5 | 0.0171 ± 0.0001 | 0.0172 | 0.954 |

The uncertainties are standard errors. At 0.5 ps the correlation is 4.5 % above its exact value, and the apparent diffusion constant is 4.6 % low. The last two measured biases give an order of 0.93 in \(h\). It lies below one because higher terms reduce the bias more at the larger step: at 2 ps the leading formula gives 0.0735, well above the closed form. An error of 1 % in \(D\) requires \(h=0.10\) ps.

Without subtraction of \(K\) the spread per vector at 0.5 ps is 0.465; with it, 0.062. The same statistical error thus needs about \((0.465/0.062)^2\approx56\) times fewer vectors. From 2 to 1 to 0.5 ps the reduced spread goes from 0.117 to 0.086 to 0.062, close to the expected \(\sqrt h\).

Rank two has decayed to 0.0561 at this time. With \(h=0.5\) ps the closed form gives 0.0639, which is 14 % too high, and the run gives 0.0637 ± 0.0010. A similar relative error in \(D\) weighs about three times as much here, because the exponent is \(6Dt\) instead of \(2Dt\).

With the corrected noise and \(h=1\) ps, the closed-form rank-one bias drops from 0.0323 to 0.00026. The run gives 0.0005 ± 0.0002, consistent with this but too noisy to confirm its size. At 2 ps the closed form gives 0.0013, which is 4.9 times the value at 1 ps. These steps are not yet in the second-order regime. The term \(-\tfrac23q^2\) alone gives only 0.00010 at 1 ps and 0.00039 at 2 ps. Its coefficient is small, and the next term of \(D_1/D\), \(-91q^3\), exceeds it once \(q>0.007\), so the closed form is needed here. Rank two keeps an apparent \(D_2/D\) of 1.003 at 1 ps and 1.009 at 2 ps.

The walk without renormalization, run with \(h=1\) ps, ends with a mean projection of 0.999 ± 0.001 and a mean squared length of 2.920, as \(1+4Dt=2.92\) demands.

### What the real liquid adds

The ideal single-dipole loss, proportional to \(\omega\tau_1/(1+\omega^2\tau_1^2)\), peaks at the angular frequency \(\omega=1/\tau_1\), which is an ordinary frequency \(\omega/2\pi\) of 6.37 GHz. The uncorrected step of 0.5 ps moves the peak to 6.08 GHz. Since \(D\) changes by about 1.3 % per kelvin for a rough activation energy of 0.10 eV, this shift corresponds to a temperature error of roughly 3.5 K.

The largest neglected effect among those estimated here is collective. A dielectric measurement sees the polarization of the whole sample, and the Powles–Glarum factor estimates the ratio of collective to single-molecule time. With rough permittivities 25 (static) and 3 (high frequency) it is \(3\times25/(2\times25+3)=1.42\), which lengthens 25 ps to about 35 ps. Static Kirkwood correlations between dipoles are not included, and they can be as large. With these permittivities, a density near 1 g/cm³ and the dipole moment of 4.2 debye used below, the Kirkwood–Fröhlich relation gives a correlation factor near 0.5, or near 0.7 for a high-frequency permittivity of 2.3. Multiplied in, it would cancel or reverse the lengthening, so the 35 ps is not a prediction for the liquid. Each of these collective factors far exceeds the time-step bias, and a finer step cannot repair them.

Inertia limits the diffusion model at short times. For friction without memory, the friction time is \(ID/(k_BT)\), with \(I\) the moment of inertia. For \(I\approx6\times10^{-45}\ \text{kg m}^2\) it is 0.03 ps, about a thousandth of the relaxation time. In a real liquid the torques on a molecule persist for a finite time. If that time is longer than the friction time, rotation can remain non-diffusive well beyond the latter. Finer steps still reduce the time-step bias, but they converge to the diffusion model and add no physical detail at such short times.

A planar molecule also rotates unequally about its axes. Taking the dipole along a principal axis \(z\), its rank-one rate is \(D_x+D_y\), so only this sum matters for rank one. For assumed ratios \(D_x,D_y,D_z=1.33,\,0.67,\,2\) times \(D\), the rank-one time is unchanged and the integrated rank-two time grows by 2.3 %.

If molecules turned by independent random jumps of 30° instead of small steps, the rate of rank \(l\) would be proportional to \(1-P_l(\cos30^\circ)\). The ratio of rank-two to rank-one rates would then be 2.80 instead of 3.

Finally, the field must be weak. For a rough dipole moment of 4.2 debye, and without local-field corrections, the dipole energy reaches a tenth of \(k_BT\) at 0.3 MV/cm. Fields well below that change the zero-field decay laws only slightly. The full figures are in the numerical output below.

## Computed results

```
Input single-molecule time: 25.0 ps; D = 0.0200 1/ps
Input temperature: 300 K; end time: 24.0 ps
Vectors per run: 200000
Exact rank 1 and rank 2 at end: 0.38289, 0.05613
Numerical coefficients of D_l/D (q, q^2; corrected q^2; geodesic q):
  l=1: -5.000, 49.33; -0.67; 0.3333
  l=2: -5.000, 60.00; 10.00; 0.3333
  l=3: -5.000, 76.00; 26.00; 0.3333
  l=4: -5.000, 97.33; 47.33; 0.3333
Rank 1 bias: h (ps), D*h, measured, std error, closed form, leading
  2.0  0.040  0.05867  0.00026  0.05846  0.07352
  1.0  0.020  0.03242  0.00019  0.03234  0.03676
  0.5  0.010  0.01705  0.00014  0.01716  0.01838
Apparent D/D: h (ps), measured, closed form
  2.0  0.8515  0.8520
  1.0  0.9153  0.9155
  0.5  0.9546  0.9543
Measured order from h = 1 and 0.5 ps: 0.927
Spread per vector: h (ps), plain, with control
  2.0  0.4424  0.1165
  1.0  0.4572  0.0856
  0.5  0.4648  0.0622
Rank 2 at end: h (ps), measured, std error, closed form
  2.0  0.08484  0.00104  0.08404
  1.0  0.07228  0.00104  0.07103
  0.5  0.06372  0.00104  0.06387
Corrected noise: h (ps), bias, std error, closed form, D_2/D
  2.0  0.001363  0.000304  0.001293  1.0087
  1.0  0.000463  0.000207  0.000262  1.0028
No renormalization: mean u.u0 = 0.9994 +- 0.0013
  mean |u|^2 = 2.9199 +- 0.0009; 1+4Dt = 2.9200
Step for 1 percent low D: 0.1020 ps
Loss peak, exact D: 6.366 GHz; h = 0.5 ps: 6.075 GHz
Input moment of inertia: 6.0e-45 kg m^2
Friction time: 0.0290 ps; over 25 ps time: 0.00116
Input permittivities: 25, 3; collective/single time: 1.415
Collective time: 35.4 ps
Input axis ratios Dx, Dy, Dz over D: 1.333, 0.667, 2.000
  integral time over isotropic, l=1, 2: 1.0000, 1.0227
Rate ratio rank 2/rank 1 for 30 deg jumps: 2.799 (diffusion: 3)
Input activation energy: 0.10 eV; D changes 1.29 percent/K
Bias at h = 0.5 ps equals a shift of 3.54 K
Input dipole: 4.2 D; field for 0.1 kT: 0.296 MV/cm
```
